**Surface potential of a MOS capacitor above threshold**

The program tests the law for $\delta=\psi_s-2\phi_F$, the rise of the surface potential $\psi_s$ above twice the bulk potential $\phi_F$, as a function of the gate overdrive $V$. It solves the nonlinear Poisson equation on a spatial grid and compares the result with the gate equation and the logarithmic law derived from the integrated field. It asserts that the surface potential agrees with the gate equation to 0.02 mV and with the logarithmic law to 0.1 mV, and that the gate-to-surface slopes agree to 0.1 %. It also asserts the limiting rise of $2kT/q$ per factor $e$ in $V$, and that $\delta$ accounts for most of the difference between $V$ and the electron charge divided by the oxide capacitance at 1 and 3 V. For a 10 nm oxide and $10^{17}$ cm⁻³ doping, the output shows $\delta=139$ mV at 1 V overdrive and 189 mV at 3 V, or 5.4 and 7.3 times $kT/q$. A 5 nm oxide and Fermi–Dirac statistics each make the rise larger, which is asserted as well. Quantum confinement is not included.

## Program and output

```python
# Result under test: above threshold the surface potential of a MOS capacitor
# is psi_s = 2*phi_F + delta, where delta is not zero but obeys
#   delta = phi_t*ln(1 + [(V-delta)^2/g^2 + 2*sqrt(2 phi_F)*(V-delta)/g
#                         - delta]/phi_t)
# V: gate voltage minus threshold voltage (threshold: psi_s = 2*phi_F)
# phi_t = kT/q, phi_F = phi_t*ln(NA/ni), g = sqrt(2 q eps_s NA)/Cox
# Independent road: Poisson's equation solved on a grid in real space.
# SI units inside; p-type substrate, Boltzmann statistics, equilibrium.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

q = const.e
T = 300.0
phi_t = const.k * T / q
NA, ni, Nc = 1e23, 1e16, 3e25          # m^-3
eps_s = 12 * const.epsilon_0
eps_ox = 4 * const.epsilon_0
t_ox, t_thin = 10e-9, 5e-9
two_phi_F = 2 * phi_t * np.log(NA / ni)
root_F = np.sqrt(two_phi_F)


def oxide_capacitance(thickness):
    return eps_ox / thickness


def body_factor(thickness):
    return np.sqrt(2 * q * eps_s * NA) / oxide_capacitance(thickness)


def field_bracket(delta):
    """Squared surface field divided by 2 q NA / eps_s."""
    return two_phi_F + delta - phi_t + phi_t * np.exp(delta / phi_t)


def delta_from_gate(V, thickness=t_ox):
    """Solve the gate equation built on the integrated Poisson equation."""
    g = body_factor(thickness)

    def mismatch(d):
        return d + g * (np.sqrt(field_bracket(d)) - root_F) - V
    return brentq(mismatch, 0.1 - two_phi_F, 1.2, xtol=1e-14)


def log_law(V, delta, thickness=t_ox):
    """Right-hand side of the logarithmic law."""
    g = body_factor(thickness)
    D = V - delta
    return phi_t * np.log1p((D**2 / g**2 + 2 * root_F * D / g - delta) / phi_t)


def slope_formula(V):
    d = delta_from_gate(V)
    ratio = body_factor(t_ox) * (1 + np.exp(d / phi_t))
    ratio /= 2 * np.sqrt(field_bracket(d))
    return 1 / (1 + ratio)


# Grid, dense at the surface, with control-volume widths
n_nodes, depth, stretch = 2001, 300e-9, 8.0
x = depth * np.sinh(stretch * np.linspace(0, 1, n_nodes)) / np.sinh(stretch)
h = np.diff(x)
width = np.zeros(n_nodes)
width[:-1] += h / 2
width[1:] += h / 2


def poisson_grid(V, thickness=t_ox):
    """Return delta and electron charge per area from the full equation."""
    C = oxide_capacitance(thickness)
    gate = V + two_phi_F + body_factor(thickness) * root_F  # VG - VFB
    W = np.sqrt(2 * eps_s * two_phi_F / (q * NA))
    psi = two_phi_F * np.clip(1 - x / W, 0, None)**2
    for _ in range(1000):
        holes = np.exp(-psi / phi_t)
        electrons = np.exp((psi - two_phi_F) / phi_t)
        n_bulk = np.exp(-two_phi_F / phi_t)
        rho = q * NA * (holes - 1 - electrons + n_bulk)
        d_rho = -q * NA * (holes + electrons) / phi_t
        gradient = np.diff(psi) / h
        residual = rho * width / eps_s
        residual[:-1] += gradient
        residual[1:] -= gradient
        residual[0] += C * (gate - psi[0]) / eps_s
        diagonal = d_rho * width / eps_s
        diagonal[:-1] -= 1 / h
        diagonal[1:] -= 1 / h
        diagonal[0] -= C / eps_s
        bands = np.zeros((3, n_nodes))
        bands[0, 1:] = 1 / h
        bands[1] = diagonal
        bands[2, :-1] = 1 / h
        # neutral bulk: potential held at zero at the last node
        bands[1, -1], bands[2, -2] = 1.0, 0.0
        residual[-1] = psi[-1]
        step = solve_banded((1, 1), bands, -residual)
        psi = psi + np.clip(step, -0.05, 0.05)
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    n = NA * np.exp((psi - two_phi_F) / phi_t)
    return psi[0] - two_phi_F, q * np.sum(n * width)


def fermi_three_halves(eta):
    def integrand(y):
        return y**1.5 / (1 + np.exp(y - eta))
    top = max(eta, 0) + 50
    value = quad(integrand, 0, top, limit=200)[0]
    return value / gamma_function(2.5)


def delta_fermi(V):
    """Gate equation with Fermi-Dirac electrons in a parabolic band."""
    g = body_factor(t_ox)

    def mismatch(d):
        eta = d / phi_t + np.log(NA / Nc)
        s2 = two_phi_F + d - phi_t
        s2 += phi_t * Nc / NA * fermi_three_halves(eta)
        return d + g * (np.sqrt(s2) - root_F) - V
    return brentq(mismatch, 0.0, 0.8)


C_ox = oxide_capacitance(t_ox)
g_ox = body_factor(t_ox)
print(f"temperature {T:.0f} K, kT/q = {1e3*phi_t:.2f} mV")
print(f"NA = {NA*1e-6:.1e}, ni = {ni*1e-6:.1e}, Nc = {Nc*1e-6:.1e} cm^-3")
print(f"relative permittivities: semiconductor "
      f"{eps_s/const.epsilon_0:.0f}, oxide {eps_ox/const.epsilon_0:.0f}")
print(f"oxide thickness {t_ox*1e9:.0f} nm, Cox = {C_ox*100:.4f} uF/cm^2")
print(f"phi_F = {two_phi_F/2:.4f} V, 2 phi_F = {two_phi_F:.4f} V")
print(f"body factor = {g_ox:.4f} V^0.5")
print(f"VT - VFB = {two_phi_F + g_ox*root_F:.4f} V")

# Surface potential: gate equation and log law against the grid solution
overdrives = [0.0, 0.1, 0.3, 1.0, 3.0]
deltas, charges = {}, {}
print("columns: V (V), psi_s (V), delta (mV), delta/(kT/q),")
print("  surface electrons (cm^-3), electron charge (uC/cm^2)")
for V in overdrives:
    d = delta_from_gate(V)
    d_grid, Q = poisson_grid(V)
    assert abs(d - d_grid) < 2e-5
    assert abs(log_law(V, d_grid) - d_grid) < 1e-4
    deltas[V], charges[V] = d, Q
    print(f"  {V:.1f}  {two_phi_F+d:.4f}  {1e3*d:.1f}  {d/phi_t:.2f}  "
          f"{NA*1e-6*np.exp(d/phi_t):.2e}  {100*Q:.4f}")
assert all(np.diff([deltas[V] for V in overdrives]) > 0)
assert deltas[1.0] > 3 * phi_t
print(f"electron charge ratio, V = 1 V to V = 0: "
      f"{charges[1.0]/charges[0.0]:.0f}")

# Explicit two-pass estimate
for V in [0.5, 1.0, 3.0]:
    first = log_law(V, 0.0)
    second = log_law(V, first)
    reference = poisson_grid(V)[0]
    assert abs(second - reference) < 2e-3
    print(f"two-pass delta at V = {V:.1f} V: {1e3*first:.1f}, then "
          f"{1e3*second:.1f} mV; grid {1e3*reference:.1f} mV")

# Fraction of a small gate step that reaches the surface
for V in [-0.3, 0.3, 1.0, 3.0]:
    dV = 0.002
    numeric = (poisson_grid(V + dV)[0] - poisson_grid(V - dV)[0]) / (2 * dV)
    formula = slope_formula(V)
    assert abs(numeric / formula - 1) < 1e-3
    line = f"d psi_s/d VG at V = {V:.1f} V: {1e3*formula:.1f} mV/V"
    if V > 0:
        line += f"; per e-fold of V: {V*formula/phi_t:.2f} kT/q"
    print(line)

# Mathematical limit of very large overdrive: 2 kT/q per e-fold
far = 1e4
limit = (delta_from_gate(far * np.e) - delta_from_gate(far)) / phi_t
assert abs(limit - 2) < 1e-3
asymptote = 2 * phi_t * np.log(far / (g_ox * np.sqrt(phi_t)))
assert abs(asymptote - delta_from_gate(far)) < 1e-4
print(f"formal large-V limit per e-fold: {limit:.4f} kT/q")

# Charge error of the locked picture, Qn = Cox*V
for V in [1.0, 3.0]:
    shortfall = V - charges[V] / C_ox
    assert 1.0 < shortfall / deltas[V] < 1.3
    excess = C_ox * V / charges[V] - 1
    print(f"V = {V:.1f} V: Cox*V = {100*C_ox*V:.4f} uC/cm^2, "
          f"too large by {100*excess:.1f} %")
    print(f"  V - Qn/Cox = {1e3*shortfall:.1f} mV, of which delta "
          f"{1e3*deltas[V]:.1f}, depletion {1e3*(shortfall-deltas[V]):.1f}")

# Thinner oxide: larger rise at equal overdrive
d_thin = delta_from_gate(1.0, t_thin)
assert abs(d_thin - poisson_grid(1.0, t_thin)[0]) < 2e-5
assert d_thin > deltas[1.0]
print(f"oxide {t_thin*1e9:.0f} nm, V = 1 V: delta = {1e3*d_thin:.1f} mV "
      f"= {d_thin/phi_t:.2f} kT/q")

# Degenerate electrons: the rise becomes larger still
for V in [1.0, 3.0]:
    d_fd = delta_fermi(V)
    assert d_fd > deltas[V]
    print(f"Fermi-Dirac, V = {V:.1f} V: delta = {1e3*d_fd:.1f} mV "
          f"= {d_fd/phi_t:.2f} kT/q")

print("tests ok")
```

Printed output:

```
temperature 300 K, kT/q = 25.85 mV
NA = 1.0e+17, ni = 1.0e+10, Nc = 3.0e+19 cm^-3
relative permittivities: semiconductor 12, oxide 4
oxide thickness 10 nm, Cox = 0.3542 uF/cm^2
phi_F = 0.4167 V, 2 phi_F = 0.8334 V
body factor = 0.5210 V^0.5
VT - VFB = 1.3090 V
columns: V (V), psi_s (V), delta (mV), delta/(kT/q),
  surface electrons (cm^-3), electron charge (uC/cm^2)
  0.0  0.8334  -0.0  -0.00  1.00e+17  0.0027
  0.1  0.8818  48.4  1.87  6.50e+17  0.0163
  0.3  0.9232  89.8  3.48  3.23e+18  0.0690
  1.0  0.9726  139.2  5.38  2.18e+19  0.2969
  3.0  1.0224  189.1  7.31  1.50e+20  0.9863
electron charge ratio, V = 1 V to V = 0: 111
two-pass delta at V = 0.5 V: 120.2, then 109.2 mV; grid 110.3 mV
two-pass delta at V = 1.0 V: 145.6, then 138.9 mV; grid 139.2 mV
two-pass delta at V = 3.0 V: 192.1, then 189.0 mV; grid 189.1 mV
d psi_s/d VG at V = -0.3 V: 745.9 mV/V
d psi_s/d VG at V = 0.3 V: 131.7 mV/V; per e-fold of V: 1.53 kT/q
d psi_s/d VG at V = 1.0 V: 43.0 mV/V; per e-fold of V: 1.67 kT/q
d psi_s/d VG at V = 3.0 V: 15.9 mV/V; per e-fold of V: 1.84 kT/q
formal large-V limit per e-fold: 2.0000 kT/q
V = 1.0 V: Cox*V = 0.3542 uC/cm^2, too large by 19.3 %
  V - Qn/Cox = 161.8 mV, of which delta 139.2, depletion 22.6
V = 3.0 V: Cox*V = 1.0625 uC/cm^2, too large by 7.7 %
  V - Qn/Cox = 215.1 mV, of which delta 189.1, depletion 26.0
oxide 5 nm, V = 1 V: delta = 166.1 mV = 6.42 kT/q
Fermi-Dirac, V = 1.0 V: delta = 142.1 mV = 5.50 kT/q
Fermi-Dirac, V = 3.0 V: delta = 205.9 mV = 7.96 kT/q
tests ok
```
